# Negative Inverse Susceptibility in Kittel's Antiferroelectric Needs Nonzero Net Polarization

## The wrong state at zero polarization

Suppose an antiferroelectric film is to be used as a negative-capacitance element, and its inverse susceptibility is read from the curvature of the energy at zero polarization. If both sublattice polarizations are set to zero there, the curvature can be negative, and the film seems to offer negative capacitance at zero bias. For the parameters used below this reading gives $-0.03$ MV/cm per µC/cm². The film does not sit in that state. Its sublattices are polarized in opposite directions, and once they are allowed to take their preferred values the inverse susceptibility at zero net polarization is $+0.60$ in the same unit. A negative value appears only after the film has been polarized to about 6 µC/cm². A capacitor designed on the first reading would be biased at the wrong point.

The cure is to minimize the energy over the staggered polarization at each fixed net polarization, and only then to differentiate.

## Energy and assumptions

Let $P_a$ and $P_b$ be the contributions of two equivalent sublattices to the polarization, each referred to the total volume. Kittel's energy per volume is

$$F=f(P_a^2+P_b^2)+gP_aP_b+h(P_a^4+P_b^4),\qquad h>0. \tag{1}$$

The main case is

$$f<0<g. \tag{2}$$

The negative quadratic coefficient $f$ makes each sublattice polarize spontaneously, and the positive coupling $g$ favours antiparallel alignment. The coefficients are mean-field free-energy coefficients at a fixed temperature, and each sublattice is uniform in space.

Define the net and staggered polarizations

$$P=P_a+P_b,\qquad A=P_a-P_b, \tag{3}$$

so that $P_a=(P+A)/2$ and $P_b=(P-A)/2$. Then

$$P_a^2+P_b^2=\frac{P^2+A^2}{2},\qquad P_aP_b=\frac{P^2-A^2}{4}.$$

The quartic sum follows from these two:

$$P_a^4+P_b^4=(P_a^2+P_b^2)^2-2(P_aP_b)^2=\frac{(P^2+A^2)^2}{4}-\frac{(P^2-A^2)^2}{8}=\frac{P^4+6P^2A^2+A^4}{8}.$$

Inserting all three in (1) gives

$$F=\frac{2f+g}{4}P^2+\frac{2f-g}{4}A^2+\frac h8\left(P^4+6P^2A^2+A^4\right). \tag{4}$$

Under (2) the coefficient of $A^2$ is negative. The coefficient of $P^2$ may have either sign. The term $6P^2A^2$ makes the two orders compete.

## Minimization at fixed net polarization

The energy depends on $A$ only through $s=A^2\ge0$. At fixed $P$,

$$\frac{\partial F}{\partial s}=\frac{2f-g}{4}+\frac h4(3P^2+s),\qquad \frac{\partial^2F}{\partial s^2}=\frac h4>0. \tag{5}$$

Since $F$ is a convex parabola in $s$, it has one minimum on $s\ge0$. Its unconstrained position is

$$s_*=\frac{g-2f}{h}-3P^2. \tag{6}$$

If $s_*$ is positive, it is the minimum. Otherwise the minimum lies at the boundary $s=0$. The change occurs at

$$P_1^2=\frac{g-2f}{3h}. \tag{7}$$

Thus $A^2=s_*$ for $|P|<P_1$, the antipolar branch, and $A=0$ for $|P|\ge P_1$, the polar branch. The two signs of $A$ merely exchange the sublattices.

To find the minimized energy $W(P)$, use (6) to write the coefficient of $s$ in (4) as $-hs_*/4$. Then

$$F=\frac{2f+g}{4}P^2+\frac h8P^4+\frac h8\left(s^2-2ss_*\right). \tag{8}$$

On the antipolar branch $s=s_*$, and the last term equals $-hs_*^2/8$. Expanding the square,

$$-\frac h8s_*^2=-\frac{(g-2f)^2}{8h}+\frac{3(g-2f)}{4}P^2-\frac{9h}{8}P^4.$$

The coefficients of $P^2$ add to $(2f+g+3g-6f)/4=g-f$, and those of $P^4$ to $h/8-9h/8=-h$. Hence

$$W=-\frac{(g-2f)^2}{8h}+(g-f)P^2-hP^4,\qquad |P|<P_1. \tag{9}$$

On the polar branch $s=0$, so

$$W=\frac{2f+g}{4}P^2+\frac h8P^4,\qquad |P|\ge P_1. \tag{10}$$

The field that holds the state at $P$ is found by making $F-EP$ stationary, so $E=\partial F/\partial P$ at fixed $A$. This equals $dW/dP$, because the extra term $(\partial F/\partial A)(dA/dP)$ vanishes when $F$ is stationary in $A$. Therefore

$$E=2(g-f)P-4hP^3,\qquad \frac1\chi=\frac{dE}{dP}=2(g-f)-12hP^2 \quad(|P|<P_1), \tag{11}$$

$$E=\left(f+\frac g2\right)P+\frac h2P^3,\qquad \frac1\chi=f+\frac g2+\frac{3h}{2}P^2 \quad(|P|>P_1). \tag{12}$$

## The negative window

At zero net polarization (11) gives

$$\left.\frac1\chi\right|_{P=0}=2(g-f)>0, \tag{13}$$

because $g>0$ and $-f>0$. On the antipolar branch $1/\chi$ falls as $P^2$ grows and vanishes at

$$P_s^2=\frac{g-f}{6h}. \tag{14}$$

This zero lies on the branch if $P_s<P_1$, that is, if $g-f<2(g-2f)$, or $g>3f$. Condition (2) guarantees it. On the polar branch $1/\chi$ increases with $P^2$, and its smallest value, approached at $P_1$, is

$$f+\frac g2+\frac{g-2f}{2}=g>0.$$

The sign is therefore known everywhere:

$$\frac1\chi<0\quad\Longleftrightarrow\quad \frac{g-f}{6h}<P^2<\frac{g-2f}{3h}. \tag{15}$$

The window excludes $P=0$. At its upper edge $W$ and $E$ are continuous, since the two branches differ by $-hs_*^2/8$, which vanishes there with its first derivative. The curvature jumps. From below it approaches

$$2(g-f)-4(g-2f)=-2(g-3f), \tag{16}$$

and from above it approaches $g$.

The antipolar state at $P=0$ is also the lowest state at zero field. On the antipolar branch $W(P)-W(0)=P^2(g-f-hP^2)$, and $hP^2<(g-2f)/3<g-f$ under (2), so the difference is positive for $P\ne0$. On the polar branch $W\ge-(2f+g)^2/(8h)$, while $W(0)=-(g-2f)^2/(8h)$ is lower because $(g-2f)^2-(g+2f)^2=-8fg>0$.

## Why the staggered order produces the negative sign

Let subscripts on $F$ denote partial derivatives. As $P$ changes, the minimizing $A$ follows from $F_A=0$, whose derivative along the branch is $F_{AP}+F_{AA}\,dA/dP=0$. The total stiffness is therefore

$$\frac1\chi=F_{PP}+F_{PA}\frac{dA}{dP}=F_{PP}-\frac{F_{PA}^2}{F_{AA}}. \tag{17}$$

The first term is the stiffness with $A$ clamped at its current value. From (4),

$$F_{PP}=f+\frac g2+\frac{3h}{2}(P^2+A^2),\quad F_{PA}=3hPA,\quad F_{AA}=f-\frac g2+\frac{3h}{2}(P^2+A^2).$$

Equation (6) gives $hA^2=g-2f-3hP^2$. In the first expression this yields

$$F_{PP}=2(g-f)-3hP^2. \tag{18}$$

In the third, $f-g/2=-h(3P^2+A^2)/2$, so $F_{AA}=hA^2$. The relaxation term is then

$$\frac{F_{PA}^2}{F_{AA}}=\frac{9h^2P^2A^2}{hA^2}=9hP^2. \tag{19}$$

Subtracting (19) from (18) recovers (11). The clamped stiffness decreases with $P^2$ but stays above its limit at $P_1$, which is $2(g-f)-(g-2f)=g$. It is positive on the whole antipolar branch. The negative sign in (15) is therefore due to the response of the staggered order.

At $P=0$ this response cannot soften the film. The energy is even in $P$, so the mixed derivative $F_{PA}$ vanishes there: a small net polarization does not change $A$ to first order.

Forcing $A=0$ at $P=0$ gives the stiffness $f+g/2$, which is negative when $g<-2f$. But $F_{AA}=f-g/2$ is also negative in that state, so it is a maximum over $A$ and is removed by the minimization.

## Other signs and a limiting case

A negative quadratic coefficient alone does not suffice. Antipolar order at $P=0$ needs only $g>2f$, and formulas (9)–(12) hold under that wider condition.

- If $2f<g<f<0$, then (13) is negative. With $f=-0.12$ and $g=-0.15$ MV/cm per µC/cm², it equals $2(-0.15+0.12)=-0.06$. The coupling now favours parallel sublattices, and the antipolar state is unstable against net polarization.
- If $f>0$ and $2f<g<3f$, the limit (16) is positive and there is no negative window. An example is $f=0.05$, $g=0.12$ in the same unit, where (16) gives $+0.06$.
- If $f>0$ and $g>3f$, the window exists. Condition (2) is thus sufficient for the result but not necessary.

The limit $g\to0^+$ with $f<0$ shows what the coupling does. The sublattices become independent ferroelectric halves, and their parallel and antiparallel arrangements become degenerate at zero field, since $-8fg\to0$. Even so, (13) tends to $-2f>0$: each half rests at the bottom of its own well. Negative curvature still requires one half to be driven past the inflection point of its well, which takes a net polarization.

## Switching fields and stabilization

At fixed field the antipolar state is lost where $E$ reaches its maximum, at $P_s$. Inserting (14) in (11),

$$E_{\rm up}=P_s\left[2(g-f)-\frac23(g-f)\right]=\frac43(g-f)P_s. \tag{20}$$

On decreasing the field, the polar state becomes unstable against $A$ when $F_{AA}=f-g/2+3hP^2/2$ reaches zero, at $P_1$. Equation (12) gives

$$E_{\rm down}=P_1\left[f+\frac g2+\frac{g-2f}{6}\right]=\frac23(g+f)P_1. \tag{21}$$

If $g>-f$, this field is positive and no polar state survives at zero field.

Inside the window $F_{AA}>0$ but $1/\chi<0$. The determinant of second derivatives, $F_{PP}F_{AA}-F_{PA}^2=F_{AA}/\chi$, is negative, so at fixed field the state is a saddle. Some circuit must hold the polarization.

Consider a film of thickness $t_F$ in series with a linear dielectric of thickness $t_d$ and relative permittivity $\varepsilon_d$, with no charge at the interface. With $r=t_d/t_F$, the voltage and displacement conditions are

$$E_F+rE_d=\frac{V}{t_F},\qquad \varepsilon_0E_F+P=\varepsilon_0\varepsilon_dE_d. \tag{22}$$

Solving the second for $E_d$ and inserting it in the first gives

$$E_F\left(1+\frac r{\varepsilon_d}\right)=\frac V{t_F}-\frac{rP}{\varepsilon_0\varepsilon_d}.$$

At fixed voltage the film field therefore falls with $P$ at the rate

$$k=-\left.\frac{\partial E_F}{\partial P}\right|_V=\frac{r}{\varepsilon_0(r+\varepsilon_d)}. \tag{23}$$

This adds $kP^2/2$ to the energy, and a homogeneous state is stable against small uniform changes of polarization if $1/\chi+k>0$. Let $m$ be the largest $|1/\chi|$ to be stabilized. The condition $k\ge m$ reads $r\ge\varepsilon_0m(r+\varepsilon_d)$, or

$$\frac{t_d}{t_F}\ge\frac{\varepsilon_0\varepsilon_dm}{1-\varepsilon_0m},\qquad \varepsilon_0m<1. \tag{24}$$

For the whole window $m=2(g-3f)$; equality is then allowed, because this limit is approached but not reached. If $\varepsilon_0m\ge1$, no thickness suffices, since $k$ cannot exceed $1/\varepsilon_0$.

## A film in the regime of zirconia

Take round parameters $f=-0.12$ and $g=0.18$ MV/cm per µC/cm², and $h=0.0013$ MV/cm per (µC/cm²)³. The film is 10 nm thick, and the series layer has $\varepsilon_d=9$, roughly that of alumina. In these units $\varepsilon_0=0.0885$ µC/cm² per MV/cm, and 1 MV/cm times 1 µC/cm² is 1 J/cm³.

Here $g-f=0.30$ and $g-2f=0.42$, so

$$P_s=\sqrt{\frac{0.30}{0.0078}}=6.20,\qquad P_1=\sqrt{\frac{0.42}{0.0039}}=10.38\ \text{µC/cm}^2.$$

In SI units the window runs from 0.062 to 0.104 C/m². Locating the zero of curvature by direct numerical minimization over the sublattices also gives 6.20 µC/cm². The switching fields are

$$E_{\rm up}=\tfrac43(0.30)(6.20)=2.48,\qquad E_{\rm down}=\tfrac23(0.06)(10.38)=0.42\ \text{MV/cm}.$$

The table gives $P$ and $A$ in µC/cm², $E$ in MV/cm, and both stiffnesses in MV/cm per µC/cm².

| $P$ | $A$ | $E$ | clamped | relaxed |
|---|---|---|---|---|
| 0 | 17.97 | 0.00 | 0.60 | 0.60 |
| 3 | 17.21 | 1.66 | 0.56 | 0.46 |
| 6 | 14.67 | 2.48 | 0.46 | 0.04 |
| 8 | 11.45 | 2.14 | 0.35 | −0.40 |
| 10 | 4.80 | 0.80 | 0.21 | −0.96 |
| 12 | 0.00 | 0.76 | 0.25 | 0.25 |

The stiffnesses agree at $P=0$ and separate as $9hP^2$ up to $P_1$; on the polar branch they are equal again. The opposing sublattice shows what has happened. Its own stiffness, with the other sublattice held fixed, is $2f+12hP_b^2$. At $P=0$, $P_b=-8.99$ µC/cm² and this is $+1.02$. At $P=8$, $P_b=(8-11.449)/2=-1.72$ µC/cm² and it is $-0.19$: this sublattice has been pushed onto the unstable part of its double well. Because of the coupling $g$, the total stiffness changes sign slightly earlier than that of the sublattice, at $P=6.20$ rather than 6.36 µC/cm². An unstable sublattice is not needed throughout the window, however. At $P=10.3$ µC/cm² the two sublattice stiffnesses are $+0.37$ and $+0.02$, yet $1/\chi=-1.06$. Since $F_{AA}>0$, the total stiffness is negative whenever the product of the two sublattice stiffnesses is less than $g^2$, and here the coupling alone ensures this.

Just below $P_1$ the inverse susceptibility is $-2(0.18+0.36)=-1.08$. Since $\varepsilon_0m=0.096$, (24) requires

$$\frac{t_d}{t_F}=\frac{0.0885\times9\times1.08}{1-0.096}=0.95,$$

or a 9.5 nm layer, to stabilize the whole window against homogeneous switching. This value takes $P$ to be the entire polarization of the film, as (22) does; a background permittivity changes it strongly, as the last paragraph shows.

**Breakdown.** By (22) the layer field at $P_s$ is $(6.20+0.0885\times2.48)/(0.0885\times9)=8.1$ MV/cm, and at $P_1$ it is 13 MV/cm. With a rough breakdown field of 10 MV/cm, the accessible window ends at $P=7.8$ µC/cm², after about 38% of its width. There $1/\chi=-0.34$, and a 2.8 nm layer makes the film stable against small uniform changes of polarization up to that point. Lateral modulations with periods comparable to the film thickness meet a weaker electrostatic stiffness than $k$, so stability against them also depends on the energy cost of polarization gradients, which (1) omits. Even without such modulations the state is only metastable. With this layer the common tangent to $W+kP^2/2$ joins $P=6.1$ and $11.5$ µC/cm², and its lower end lies below $P_s$. At fixed voltage every negative-curvature state up to 7.8 µC/cm² therefore has higher energy than a strongly polarized state, in which the layer field exceeds the breakdown value. A thicker layer does not lower its field at a given film state, because that field is set by the displacement.

**Tunnelling.** A WKB estimate with a rough 3 eV barrier and 0.3 electron masses gives about $4\times10^{-3}$ A/cm² through the 9.5 nm layer at $P_s$. This carries 1 µC/cm² in about 0.3 ms. For the 2.8 nm layer at 10 MV/cm the time is about 1 µs. Both times are uncertain by orders of magnitude, since the current depends exponentially on the barrier: a change of 0.5 eV shifts the first by a factor of several hundred. The charge balance (22) can describe pulses much shorter than the leakage time of the actual layer, but not a steady bias.

**Splitting into phases.** At fixed mean polarization, a mixture of weakly and strongly polarized regions can have lower energy than the homogeneous film. The common tangent to $W$ joins $P=2.9$ and $14.6$ µC/cm² at a field of 1.60 MV/cm. The homogeneous energy exceeds it by at most 3.6 J/cm³, near $P=9.0$ µC/cm². For an assumed wall energy of 10 mJ/m² and one wall per region, this gain exceeds the wall cost above a width of

$$\frac{10^{-2}\ \text{J/m}^2}{3.6\times10^6\ \text{J/m}^3}\approx2.8\ \text{nm}.$$

This estimate treats the wall as thin and omits stray fields, which oppose splitting and can cancel the gain. If (24) holds for the whole window, $W+kP^2/2$ is convex, so regions much wider than both the film and layer thicknesses do not pay, provided no conducting layer lies at the interface. Condition (24) does not exclude narrower regions; whether they pay depends on the wall energy and the stray fields.

**Temperature.** The antipolar state at $P=0$ lies 17 J/cm³ below the unpolarized one, which equals $k_BT$ at 300 K in a volume of 0.24 nm³. A region of 27 nm³ switching as a unit thus has a depth of about $110\,k_BT$. This depth is close to the switching barrier only near zero field. At fixed film field the barrier for the same region is about $23\,k_BT$ at 1.60 MV/cm (the 3.6 J/cm³ found above), $9\,k_BT$ at 2.0 MV/cm and $2\,k_BT$ at 2.3 MV/cm, and it vanishes at $E_{\rm up}$. Thermal activation can therefore trigger switching well below that field.

Antiferroelectric-like zirconia films have, roughly, switching fields of a few MV/cm or less and polarizations of some 20 µC/cm² at high field. The model gives 17.6 µC/cm² at 3 MV/cm, which is comparable. Its relative permittivity at zero field, 20, is lower than the rough 30 to 40 of such films. This shortfall matters for (24). If the missing response is a linear background $\varepsilon_b$, so that $\varepsilon_0E_F$ in (22) becomes $\varepsilon_0\varepsilon_bE_F$, then $k=r/[\varepsilon_0(r\varepsilon_b+\varepsilon_d)]$ cannot exceed $1/(\varepsilon_0\varepsilon_b)$, and the denominator of (24) becomes $1-\varepsilon_0\varepsilon_bm$. With the same $f$, $g$ and $h$, the whole window needs 16.5 nm for $\varepsilon_b=5$. For $\varepsilon_b=11$, which raises the zero-field permittivity to 30, no thickness suffices, and the layer field is already about 11 MV/cm at $P_s$. The layer thicknesses and fields given above hold only for $\varepsilon_b=1$. The nonpolar phase of zirconia need not consist of two switchable antiparallel sublattices, so (1) serves here as an effective description. The assumption most exposed in a real film is homogeneity. If the polar phase could nucleate freely at fixed film field, the model's upward transition would move from 2.48 toward 1.60 MV/cm, a reduction of at most 0.9 MV/cm, and the homogeneous negative branch would be bypassed. The main values behind these estimates are collected in the numerical output that follows.

## Computed values

```
f = -0.12, g = 0.18 MV/cm per uC/cm2
h = 0.0013 MV/cm per (uC/cm2)^3
film thickness = 10.0 nm
series-layer relative permittivity = 9.0
eps0 = 0.08854 uC/cm2 per MV/cm
staggered polarization at P=0: 17.97 uC/cm2
energy at P=0, relaxed: -16.96 J/cm3
window start P_s = 6.202 uC/cm2
window start by direct minimization = 6.202 uC/cm2
window end P_1 = 10.377 uC/cm2
E_up = 2.481 MV/cm
E_down = 0.415 MV/cm
polar-state P at 3 MV/cm = 17.57 uC/cm2
Stiffness unit below: MV/cm per uC/cm2
1/chi at P=0, relaxed: 0.600
1/chi at P=0, A forced to 0: -0.030
relative permittivity at P=0: 19.8
1/chi just below P_1: -1.080
1/chi just above P_1: 0.180
P, A (uC/cm2); E (MV/cm); clamped and relaxed 1/chi:
  0.0  17.97  0.000  0.600   0.600
  3.0  17.21  1.660  0.565   0.460
  6.0  14.67  2.477  0.460   0.038
  8.0  11.45  2.138  0.350  -0.398
 10.0   4.80  0.800  0.210  -0.960
 12.0   0.00  0.763  0.251   0.251
Counterexamples, f and g in MV/cm per uC/cm2:
f=-0.12, g=-0.15: 1/chi(0) = -0.060
f=0.05, g=0.12: negative window found = False
layer/film thickness ratio, whole window = 0.952
layer thickness, whole window = 9.52 nm
eps0*|1/chi| at window end = 0.096
layer field at P_s = 8.06 MV/cm
layer field at P_1 = 13.07 MV/cm
rough breakdown: layer 10, film 4 MV/cm
P at layer breakdown = 7.77 uC/cm2
1/chi there = -0.342 MV/cm per uC/cm2
layer thickness up to there = 2.81 nm
tunnel barrier 3.0 eV, mass 0.3 m_e (rough)
tunnel current at P_s, thick layer = 3.7e-03 A/cm2
time to leak 1 uC/cm2 = 2.7e-04 s
tunnel current at breakdown, thin layer = 8.4e-01 A/cm2
time to leak 1 uC/cm2 = 1.2e-06 s
phase-coexistence field = 1.600 MV/cm
coexisting P = 2.87 and 14.64 uC/cm2
largest excess energy = 3.58 J/cm3 at P = 9.02 uC/cm2
assumed wall energy = 10 mJ/m2
width above which splitting pays = 2.8 nm
volume with depth kT at 300 K = 0.24 nm3
```
